Field direction cancelling the linear magnetoelectric coupling in a Rashba–Dresselhaus well

**Problem**

A [001] quantum well has both Rashba coupling α and linear Dresselhaus coupling β. Its electrons feel a weak spin-singlet pair potential Δ exp(iqx) and an in-plane magnetic field. Let x be [100] and y be [010]. With ħ = 1 and temperature T in energy units, the normal-state Hamiltonian is

H(k) = ξ(k) + w(k)·σ + h·σ, ξ = k²/2m − μ,

w(k) = (αk_y + βk_x, −αk_x − βk_y).

Here h is the Zeeman energy vector, taken parallel to the field, which requires an isotropic in-plane g factor. To lowest order the part of the energy density linear in both q and h is

f = |Δ|² q κ·h.

A nonzero κ·h gives a current along [100] even at q = 0, because the current is proportional to ∂f/∂q. In which direction must the field point to make κ·h vanish?

Assume a clean system, with πT and |w| at the Fermi level far below the Fermi energy E_F. Work to order Δ² and to first order in q and h. The pair potential may be intrinsic or imposed by a neighbouring superconductor. In the second case a constant Δ is adequate only for weak coupling to the superconductor and for πT well below its gap; otherwise the induced pairing depends on frequency and the Matsubara sums below are reweighted.

**A tempting solution**

A pair of wavevector q gives each electron an extra wavevector q/2 along x. The electron then feels an extra spin-orbit field

½q ∂_x w = ½q (β, −α),

where ∂_x means ∂/∂k_x. This adds to h, so the pair responds to d = h + ½q ∂_x w. An energy proportional to d² contains the cross term q h·∂_x w, hence κ ∝ (β, −α). It vanishes for h along (α, β), at an angle from [100] given by

tan θ = +β/α (tempting, and wrong).

**Where it fails**

The extra wavevector also changes the kinetic energy, by ε = k_x q/2m. For a spin-independent band this could not couple to h. Here the spin direction is locked to k, so ε and the Zeeman energy are correlated over each Fermi line. The two spin bands have opposite correlations, but their Fermi lines differ in size, and the difference is of first order in spin-orbit coupling. That is the same order as the term which was kept. Both must be calculated.

**The pair energy**

In the Bogoliubov–de Gennes (BdG) matrix the particle block is H(k+q/2), the hole block is −Hᵀ(−k+q/2), and the off-diagonal block is Δ iσ_y. Expanding the thermodynamic potential −½T Σ_ω ∫ tr ln(iω − H_BdG) to second order in Δ gives

½|Δ|² T Σ_ω ∫ d²k/(2π)² tr{[iω − H(k+q/2)]⁻¹ σ_y [iω + Hᵀ(−k+q/2)]⁻¹ σ_y}.

The first factor ½ removes the double counting of particles and holes. Since σ_y σᵀ σ_y = −σ and w is odd in k,

σ_y Hᵀ(−k+q/2) σ_y = ξ(k−q/2) + [w(k−q/2) − h]·σ ≡ H₂.

Also (iω + H₂)⁻¹ = −(−iω − H₂)⁻¹. With H₁ = H(k+q/2), the energy is therefore

f = −½|Δ|² T Σ_ω S(ω),

S(ω) = ∫ d²k/(2π)² tr[(iω − H₁)⁻¹(−iω − H₂)⁻¹].

A term |Δ|²/V from an intrinsic attraction V depends on neither q nor h. Apart from a common shift q²/8m, which is not linear in q,

H₁ = ξ + ε + (w + d)·σ, H₂ = ξ − ε + (w − d)·σ.

S is even in ω, so only ω > 0 need be treated, with a factor 2.

**Pairing within one spin band**

Label the bands by λ = ±1, with E_λ = ξ + λ|w| and ŵ = w/|w|. To first order their energies in H₁ and H₂ are E_λ + δ and E_λ − δ, where

δ = ε + λŵ·d = λŵ·h + ½qV_λ, V_λ = ∂_x E_λ.

The second-order change of |w ± d| is the same in both and only shifts E_λ, which is integrated over. Closing the contour around the upper pole E = iω − δ gives

∫ dE /[(iω − E − δ)(−iω − E + δ)] = π/(ω + iδ) = π/ω − iπδ/ω² − πδ²/ω³ + …

The part of δ² containing both q and h is qλ(ŵ·h)V_λ. The integrand is even in E, because E → −E exchanges its two denominators. A linear variation of the band properties across the thermal width therefore drops out, and they may be taken on the Fermi line:

S_same = −(πq/ω³) Σ_λ λ ∫ d²k/(2π)² δ(E_λ) (ŵ·h) V_λ,

where δ(E_λ) is the Dirac function.

Now δ(E_λ)V_λ = −∂_x Θ(−E_λ), with Θ the step function. Integration by parts moves the derivative onto ŵ:

∫ d²k δ(E_λ) ŵ V_λ = ∫ d²k Θ(−E_λ) ∂_x ŵ.

There is no boundary term at infinity. A small circle around k = 0 gives none either, since ŵ is bounded and the perimeter shrinks to zero.

Let P∥ and P⊥ project along and across ŵ. Then ∂_x ŵ = P⊥∂_x w/|w|. Writing |w| = k g(φ), with φ the angle of k from x, the radial integral is

∫₀^{k_λ} k dk/(kg) = k_λ/g.

The Fermi condition k_λ²/2m + λk_λ g = μ gives

k_λ = −λmg + √(2mμ + m²g²), Σ_λ λk_λ = −2mg.

The factor g cancels. With N₀ = m/2π, the density of states per spin, and ⟨…⟩ the average over φ,

Σ_λ λ ∫ d²k/(2π)² δ(E_λ) ŵ V_λ = −(2m/4π²) ∫ dφ P⊥∂_x w = −2N₀⟨P⊥∂_x w⟩.

Thus S_same = 2πN₀ q h·⟨P⊥∂_x w⟩/ω³, and

κ_same = −2πN₀ T Σ_{ω>0} ⟨P⊥∂_x w⟩/ω³.

**Pairing changed by spin rotation**

The component d⊥ across w tilts the spin axes of H₁ and H₂ in opposite directions, each by d⊥/|w|. The squared overlap of states with equal λ falls to 1 − d⊥²/w², and that of states with opposite λ rises to d⊥²/w². For opposite bands δ is replaced by λ|w|, so the sum over λ of π/(ω + iλ|w|) is 2πω/(ω² + w²). The change of S per unit density of states is

(d⊥²/w²)[−2π/ω + 2πω/(ω² + w²)] = −2πd⊥²/[ω(ω² + w²)].

The part of d⊥² linear in both q and h is q h·P⊥∂_x w. Hence

κ_across = +2πN₀ T Σ_{ω>0} ⟨P⊥∂_x w/[ω(ω² + w²)]⟩,

with w taken at the Fermi wavevector k_F = √(2mμ). Using

−1/ω³ + 1/[ω(ω² + w²)] = −w²/[ω³(ω² + w²)],

the total is

κ = −2πN₀ T Σ_{ω>0} ⟨w²P⊥∂_x w/[ω³(ω² + w²)]⟩.

For weak spin-orbit coupling this is of third order in α and β. The first-order term is gone.

The fault can now be stated explicitly. The d∥² part of the same-band result is +2πN₀TΣ⟨P∥∂_x w⟩/ω³. Subtracting it from κ_same leaves the contribution of ε:

−2πN₀TΣ⟨(P⊥ + P∥)∂_x w⟩/ω³ = −2πN₀ ∂_x w TΣω⁻³.

For |w| ≪ πT the d² terms together give the same expression with a plus sign, which is the tempting answer. The omitted kinetic term cancels it.

**The angular average**

In two dimensions P⊥ projects on ẑ×w, so

w²P⊥∂_x w = (ẑ×w)[(ẑ×w)·∂_x w].

With c = cos φ and s = sin φ,

ẑ×w = (−w_y, w_x) = k_F(αc + βs, αs + βc),

(ẑ×w)·(β, −α) = k_F(αβc + β²s − α²s − αβc) = −k_F(α² − β²)s.

Also w² = k_F²(α² + β² + 2αβ sin 2φ). Define

a = ω² + k_F²(α² + β²), b = 2k_F²αβ, R = √(a² − b²),

so that ω² + w² = a + b sin 2φ. The reflection φ → π/2 − φ leaves this denominator unchanged and exchanges s² with c², so s² may be replaced by ½. The product sc is ½ sin 2φ. Therefore

κ = πN₀k_F²(α² − β²)(αA₁ + βA₀, αA₀ + βA₁),

A₀ = T Σ_{ω>0} ω⁻³⟨1/(a + b sin 2φ)⟩,

A₁ = T Σ_{ω>0} ω⁻³⟨sin 2φ/(a + b sin 2φ)⟩.

For the first average set z = exp(2iφ). It becomes (1/2πi)∮ 2i dz/(bz² + 2iaz − b) around the unit circle. The root inside is −i(a − R)/b, the other is −i(a + R)/b, and their difference is 2iR/b. The residue gives 1/R. The second average follows from the first:

(1/b)(1 − a/R) = (R − a)/(bR) = −b/[R(R + a)].

Hence

A₀ = T Σ_{ω>0} 1/(ω³R), A₁ = −T Σ_{ω>0} b/[ω³R(R + a)].

**The answer**

Put h = h(cos θ, sin θ). For |α| ≠ |β|, κ·h = 0 gives

tan θ = −κ_x/κ_y = −(αA₁ + βA₀)/(αA₀ + βA₁).

The direction is not fixed by α and β alone, because temperature enters through A₁/A₀.

For weak splitting, k_F|α| and k_F|β| ≪ πT, b/a tends to zero and so does A₁/A₀. Then

tan θ → −β/α.

This has the size of the tempting angle and the opposite sign.

For strong splitting, ω² may be dropped from a and R. Since a² − b² = [ω² + k_F²(α − β)²][ω² + k_F²(α + β)²], this requires k_F||α| − |β|| ≫ πT: the smallest splitting on the Fermi line must be large. Then R = k_F²|α² − β²|.

- If |α| > |β|, then R + a = 2k_F²α² and A₁/A₀ = −β/α. So κ_x → 0, and the field must lie along [100].
- If |β| > |α|, then R + a = 2k_F²β² and A₁/A₀ = −α/β. So κ_y → 0, and the field must lie along [010].

If α = ±β, w keeps one fixed spin axis for every k. Then ∂_x w lies along w, P⊥∂_x w = 0, and κ vanishes for every in-plane field.

For a phase gradient along [010], ∂_x w is replaced by ∂_y w = (α, −β). The scalar product becomes +k_F(α² − β²)c, and the same averages give a coupling vector proportional to (αA₀ + βA₁, αA₁ + βA₀). Its cancelling angle is 90° − θ. One field cannot cancel both couplings when |α| ≠ |β|: with h along (κ_y, −κ_x), the [010] coupling is proportional to

(αA₀ + βA₁)² − (αA₁ + βA₀)² = (α² − β²)(A₀² − A₁²),

which is nonzero because A₀ > |A₁|.

**An independent test**

The BdG matrices were diagonalized on a grid of k, and the thermodynamic potential was differenced in q, h and Δ. This uses neither the pair kernel nor the division into spin bands. With E_F = 1, 1/m = 1 and T = 0.02, the results were:

- αk_F = 0.02, βk_F = 0.01: −24.7° from diagonalization, −25.0° from the formula. The tempting angle is +26.6°.
- αk_F = 0.15, βk_F = 0.075: −6.74° from both.
- αk_F = 0.05, βk_F = 0.15: −86.4° from both, close to the [010] line.

In these cases, and in one of intermediate strength, the vector κ from diagonalization differed from the formula by at most 0.61% of its length. For αk_F = βk_F = 0.06 the remaining |κ| was 0.14% of the pure-Rashba value at the same α.

**A well with InAs-like parameters**

Take rough typical values: mass 0.03 mₑ, density 5×10¹¹ cm⁻², α = 10 meV nm, bulk cubic Dresselhaus coefficient γ = 30 meV nm³, width L = 10 nm and temperature 1 K. For the lowest hard-wall state,

β = γ(π/L)² = 2.96 meV nm, β/α = 0.296.

The Fermi wavevector is 0.177 nm⁻¹ and E_F = 39.9 meV. Then αk_F = 1.77 meV and πk_BT = 0.271 meV, a ratio of 6.55, so the well is near the strong-splitting limit. The formula gives

κ_x/N₀ = 1.316 nm/meV, κ_y/N₀ = 125.7 nm/meV,

θ = −arctan(1.316/125.7) = −0.60°.

Higher orders in spin-orbit coupling change this angle by less than 0.02°. The field matters more, because the formula holds only to first order in h: at 0.1 T with g = 10, higher orders in h already move the angle to about −0.3°. The tempting angle is +16.5°. The coupling left there, relative to the largest over all field directions, is

(1.316 cos 16.5° + 125.7 sin 16.5°)/125.7 ≈ 0.29.

At fixed β/α, the cancelling angle is −16.5° for αk_F/πk_BT = 0.01, −9.0° for 1, −2.2° for 3 and −0.3° for 10. In the linear model, cooling at fixed α, β and density thus turns the cancelling direction towards [100], as long as Δ stays small compared with πk_BT. The cubic term discussed below changes this for the present well: the direction crosses [100] between 2 K and 1 K and lies a little more than 1° beyond it at 0.3 K. That last value holds only for Δ and h well below πk_BT = 0.08 meV; Δ = 0.05 meV or a field of 0.1 T at 0.3 K is already outside the expansion.

**What the model leaves out**

The full Dresselhaus term adds γ(−k_xk_y², k_yk_x²) to w. The same-band contribution can still be evaluated numerically on the actual Fermi lines, and the spin-rotation contribution on the circle of radius k_F. In a test model with cubic coupling and a nonparabolic band, this agreed with BdG diagonalization to 0.28%. For the present well the cubic term moves θ from −0.60° to +0.86°. This exceeds the angle itself, so the result should be read as "within about a degree or two of [100]", not as a definite sign. Nonparabolicity with a gap energy of 420 meV, at fixed density, leaves θ at −0.60° but raises |κ| by about 18%.

The expansion parameters are modest: (Δ/πk_BT)² = 0.034 for Δ = 0.05 meV, and (h/πk_BT)² = 0.011 for a field of 0.1 T with g = 10. At 1 K, full BdG diagonalization with Δ = 0.05 meV gives −0.62° and a 5% smaller |κ|. An induced gap of 0.2 meV, usual in epitaxial InAs/Al, lies outside the expansion: the angle becomes −0.94° and κ_y is roughly halved. The field is more critical than its small parameter suggests, because the angle itself is small: at 0.2 T the null of the linear model has crossed to about +0.5°. Disorder is more serious. The ratio of ħ/2τ to πk_BT, with τ the scattering time, is 0.14 at a mobility of 5×10⁵ cm²/Vs and 1.4 at 5×10⁴ cm²/Vs. The clean calculation does not cover the lower mobility, and the resulting change of angle has not been calculated here.

The orbital effect of the field has also been neglected. To compare it with the spin effect, the energy cost of q is needed. Without spin-orbit coupling δ = ε, and ⟨ε²⟩ = v²q²/8 with v the Fermi velocity. Two bands give S = −2πN₀v²q²/(8ω³), hence

f = |Δ|²(cq² + qκ·h), c = (πN₀v²/4) T Σ_{ω>0} ω⁻³.

The minimum lies at q₀ = −κ·h/2c. For 0.1 T along [010] its size is 2.5×10⁻⁶ nm⁻¹. If the well lies a distance z from the plane that fixes the superconducting phase, the same field has vector potential A_x = B_y z and shifts the pair wavevector by 2eB_y z/ħ. For z = 1 nm this is 3.0×10⁻⁴ nm⁻¹, about 120 times larger. The two are equal in size already at z = 0.008 nm.

This orbital term comes from B_y, so it adds to κ_y. An offset of a nanometre or more therefore pulls the cancelling direction of this model still closer to [100]. A null found there in a one-sided device would not by itself identify the spin mechanism. A field along [100] is not free of orbital effects either. It gives A_y = −B_x z, which shifts the pair wavevector along y. With α and β both present, the energy also contains a small term in q_x q_y, and this turns the shift into a term linear in q_x. The coefficient is only of order 10⁻⁴ c in this well, but κ_x is so small that for z = 1 nm the orbital and spin terms are comparable. Finding the spin mechanism's own cancelling angle needs both components, and for κ_y the orbital shift must be removed to well below the equivalent of a 0.008 nm offset.

Finally, cancelling κ·h does not by itself remove a diode effect. Completing the square in f turns the linear term into a shift of q by q₀, plus a constant of second order in h. If the |Δ|⁴ coefficient does not depend on q, the current is odd about q₀ and its two critical values are equal. A diode effect must then come from terms beyond this expansion, such as those of order hq³, and the condition found here does not set those to zero. The numerical output below lists the main values used.

Values computed for the example and the checks

```
BdG TEST MODEL (E_F = 1, hbar^2/m = 1, T = 0.02)
weak: alpha kF=0.020, beta kF=0.010, angle BdG -24.74, formula -24.97 deg, vector mismatch 0.61 %
middle: alpha kF=0.060, beta kF=0.030, angle BdG -17.30, formula -17.35 deg, vector mismatch 0.40 %
strong: alpha kF=0.150, beta kF=0.075, angle BdG -6.74, formula -6.74 deg, vector mismatch 0.34 %
beta-led: alpha kF=0.050, beta kF=0.150, angle BdG -86.41, formula -86.42 deg, vector mismatch 0.34 %
alpha=beta: BdG |kappa| / pure-Rashba |kappa| = 1.4e-03
stiffness, BdG / formula = 0.9999
cubic + nonparabolic: BdG vs Fermi-line mismatch 0.28 %
EXAMPLE: InAs-like [001] well (rough typical inputs)
mass 0.03 m_e, density 5.0e+11 cm^-2, T 1.0 K
alpha 10.00 meV nm, cubic coefficient 30.0 meV nm^3
width 10.0 nm, hence beta 2.961 meV nm
beta/alpha 0.2961, kF 0.1772 nm^-1, E_F 39.90 meV
hbar v_F 450.2 meV nm, pi kB T 0.2707 meV
alpha kF 1.772 meV, alpha kF/(pi kB T) 6.55
kappa_x/N0 1.31585 nm/meV, kappa_y/N0 125.68268 nm/meV
cancelling angle from [100]: -0.600 deg
commonly quoted angle +atan(beta/alpha): 16.49 deg
coupling left there / largest coupling: 0.294
CROSSOVER at the same beta/alpha
alpha kF/(pi kB T) =   0.01: angle  -16.492 deg
alpha kF/(pi kB T) =   0.30: angle  -15.316 deg
alpha kF/(pi kB T) =   1.00: angle   -9.035 deg
alpha kF/(pi kB T) =   3.00: angle   -2.152 deg
alpha kF/(pi kB T) =  10.00: angle   -0.294 deg
alpha kF/(pi kB T) = 100.00: angle   -0.005 deg
NEGLECTED EFFECTS for the example
angle with cubic Dresselhaus: 0.86 deg, |kappa| ratio 1.018
angle with nonparabolicity: -0.60 deg, |kappa| ratio 1.175
angle with both: 0.86 deg, |kappa| ratio 1.196
gap energy used for nonparabolicity 420 meV
mobility 5e+05 cm2/Vs: hbar/(2 tau) 0.0386 meV, over pi kB T 0.143
mobility 5e+04 cm2/Vs: hbar/(2 tau) 0.3859 meV, over pi kB T 1.425
pair potential 0.05 meV: (Delta/pi kB T)^2 0.0341
B 0.1 T, g 10.0: h 0.0289 meV, (h/pi kB T)^2 0.0114
B along [010]: spin wavevector |q0| 2.501e-06 nm^-1
orbital wavevector for 1 nm layer offset 3.039e-04 nm^-1
offset at which both are equal 0.0082 nm
```
